# Logarithmic Excess Path of an Ion Released from a Charged Sphere, part 1

(Sections cited here and not found follow in the second part.)

## First half: the flight time from a sphere

**Q.** In an atom probe an ion leaves a sharp tip, and its mass is found from its flight time. I would take the time to be the flight distance divided by the final speed. The field is strongest at the tip, so I expect the ion to gain most of its speed within a few tip radii, and the radius is about a millionth of the distance. What is left to integrate?

**A.** The slow start takes longer than the same stretch at final speed. To say how much longer, we need a definite problem. Let the emitter be a conducting sphere of radius $R$ with an outward field $F$ at its surface. A grounded sphere of radius $D$, concentric with the first, is the detector. An ion of mass $m$ and charge $q>0$ starts at rest at $r=R$ and flies outward along a radius. Its flight distance is $L=D-R$.

I assume a static field, one ion at a time, classical nonrelativistic motion and a perfect vacuum. I also leave out the force between the ion and the charge it induces on the sphere, and the shank that carries a real tip. Both omissions are large enough to need numbers later.

**Q.** The detector is a conductor too. Doesn't its induced charge pull on the ion?

**A.** The charge that the ion itself induces on the detector does, but it hardly changes the flight time. In the example of the second half this pull exceeds the very weak applied force within about 0.2 mm of the detector, yet the energy it adds is only 0.36 eV at 1 nm from the detector, against 1750 eV, and the equivalent path changes by about 0.002 nm. I leave it out. The charge induced by the emitter does not. It is spread uniformly over the outer sphere, and a uniform spherical shell produces no field inside itself. Gauss's law for a sphere of radius $r$ between the conductors therefore contains the emitter charge $Q$ alone:

$$4\pi r^2E(r)=\frac{Q}{\varepsilon_0}.$$

At $r=R$ the field is $F$, so $Q=4\pi\varepsilon_0R^2F$ and

$$E(r)=F\frac{R^2}{r^2}.$$

The voltage drop from emitter to detector is

$$V=\int_R^D E\,dr=FR^2\left(\frac1R-\frac1D\right)=FR\left(1-\frac RD\right).$$

An isolated sphere with the same charge has the same field. If a detector that does not disturb the field is placed at $r=D$, the motion is unchanged, and $V$ is still the drop between $R$ and $D$. The potential of the isolated sphere relative to infinity is the slightly larger $FR$.

**Q.** Which speed do you call final? An ion in a Coulomb field goes on accelerating.

**A.** There are two candidates, and they must be kept apart. The work done by the field between $R$ and $r$ is $qFR(1-R/r)$, by the same integral with $r$ as upper limit. The ion starts at rest, so

$$\frac12mv^2=qFR\left(1-\frac Rr\right).$$

Define the asymptotic speed $v_\infty=\sqrt{2qFR/m}$, which would be reached infinitely far away if the field went on. Then

$$v(r)=v_\infty\sqrt{1-\frac Rr}.$$

The arrival speed is $u=v(D)$:

$$u=v_\infty\sqrt{1-\frac RD}=\sqrt{\frac{2qV}{m}}.$$

I take $u$ as the reference, because it follows from the voltage between emitter and detector. The quantity we want is the excess path

$$\delta=ut-L,$$

where $t$ is the true flight time. It is the additional distance that an ion moving at $u$ from the beginning would cover in the same time. The delay itself is $\delta/u$.

**Q.** Then I can guess it. Treat the acceleration as uniform over about one radius, and the rest as free flight.

**A.** Uniform acceleration from rest over a length $\ell$ has mean speed $u/2$. It takes the time $2\ell/u$ instead of $\ell/u$, so its excess path is $\ell$. Your guess gives $\delta\approx R$. It assumes that nothing of importance happens beyond one radius, and the integral has to decide that.

**Q.** The integral worries me. The time is $\int dr/v$, and $v$ vanishes at the starting point. Why does the ion ever leave?

**A.** It leaves because the force at the surface is not zero. Write $r=R+x$ with $x\ll R$. Then $1-R/r=x/(R+x)\approx x/R$, and

$$t\approx\int_0^x\frac{dx'}{v_\infty\sqrt{x'/R}}=\frac{2\sqrt{Rx}}{v_\infty}.$$

The inverse square root is integrable. Solving for $x$ gives

$$x=\frac{v_\infty^2}{4R}t^2=\frac12\frac{qF}{m}t^2,$$

since $v_\infty^2=2qFR/m$. This is the motion under the constant force $qF$, as it must be close to the surface. A start at rest would last forever at a point where the force vanished, and that case will return when the induced charge is considered.

**Q.** Now do the full integral, without skipping the substitution.

**A.** Pull out the constant speed and write

$$t=\frac{S}{v_\infty},\qquad S=\int_R^D\frac{dr}{\sqrt{1-R/r}}.$$

Since $r\ge R$, we may set $r=R\cosh^2\eta$ with $\eta\ge0$. Then

$$dr=2R\cosh\eta\,\sinh\eta\,d\eta,$$

$$\sqrt{1-\frac Rr}=\sqrt{1-\frac1{\cosh^2\eta}}=\frac{\sinh\eta}{\cosh\eta}.$$

The factor $\sinh\eta$, which vanishes at the start, cancels:

$$S=2R\int_0^{\eta_D}\cosh^2\eta\,d\eta.$$

The upper limit follows from $\cosh\eta_D=\sqrt{D/R}$. Using $2\cosh^2\eta=1+\cosh2\eta$,

$$S=R\left[\eta+\frac12\sinh2\eta\right]_0^{\eta_D}=R\left(\eta_D+\sinh\eta_D\cosh\eta_D\right).$$

Here $\sinh\eta_D=\sqrt{\cosh^2\eta_D-1}=\sqrt{D/R-1}$, so

$$S=\sqrt{D(D-R)}+R\,\mathrm{arcosh}\sqrt{\frac DR}.$$

**Q.** I would like to see that differentiated before I accept it.

**A.** With $D$ as variable, the first term gives

$$\frac{d}{dD}\sqrt{D(D-R)}=\frac{2D-R}{2\sqrt{D(D-R)}}.$$

For the second, the derivative of $\mathrm{arcosh}\,y$ is $1/\sqrt{y^2-1}$, and $y=\sqrt{D/R}$ has derivative $1/(2\sqrt{DR})$. Hence

$$R\,\frac{1}{\sqrt{D/R-1}}\,\frac{1}{2\sqrt{DR}}=\frac{R}{2\sqrt{D(D-R)}}.$$

The sum is $D/\sqrt{D(D-R)}=1/\sqrt{1-R/D}$, the integrand at $r=D$. Both terms vanish at $D=R$, so the constant is right as well.

**Q.** I still don't see the flight distance $L$ in this expression.

**A.** It appears when the time is multiplied by the arrival speed instead of $v_\infty$:

$$ut=\frac{u}{v_\infty}S=\sqrt{1-\frac RD}\,S.$$

The first term of $S$ becomes

$$\sqrt{\frac{D-R}{D}}\sqrt{D(D-R)}=D-R=L.$$

This holds for every $D>R$, with no expansion. What remains is the excess path:

$$\boxed{\;t=\frac{L+\delta}{u},\qquad \delta=R\sqrt{1-\frac RD}\;\mathrm{arcosh}\sqrt{\frac DR}\;}$$

**Q.** If that is right, it must reproduce uniform acceleration when the detector is very close.

**A.** Let $L\ll R$. Then $\sqrt{1-R/D}=\sqrt{L/D}\approx\sqrt{L/R}$. Also, $\cosh\eta_D=\sqrt{1+L/R}$ means $\sinh\eta_D=\sqrt{L/R}$, so $\eta_D\approx\sqrt{L/R}$. The product is

$$\delta\approx R\sqrt{\frac LR}\sqrt{\frac LR}=L,$$

and $t\approx2L/u$. That is the uniform-acceleration result found above for $\ell=L$.

**Q.** And for a distant detector? I was promised an effect of the order of the tip radius.

**A.** Set $\epsilon=R/D\ll1$. The identity $\mathrm{arcosh}\,y=\ln(y+\sqrt{y^2-1})$ with $y=\epsilon^{-1/2}$ gives

$$\mathrm{arcosh}\,\epsilon^{-1/2}=\frac12\ln\frac1\epsilon+\ln\left(1+\sqrt{1-\epsilon}\right).$$

Since $\sqrt{1-\epsilon}=1-\epsilon/2+O(\epsilon^2)$, the last bracket is $2[1-\epsilon/4+O(\epsilon^2)]$. Its logarithm is $\ln2-\epsilon/4+O(\epsilon^2)$. With $\ln2=\frac12\ln4$,

$$\mathrm{arcosh}\,\epsilon^{-1/2}=\frac12\ln\frac4\epsilon-\frac\epsilon4+O(\epsilon^2).$$

Multiply by the prefactor $1-\epsilon/2+O(\epsilon^2)$ and keep terms of first order in $\epsilon$:

$$\frac\delta R=\frac12\ln\frac4\epsilon-\frac\epsilon4\left(\ln\frac4\epsilon+1\right)+O\left(\epsilon^2\ln\frac1\epsilon\right).$$

Restoring $D$,

$$\delta=\frac R2\ln\frac{4D}{R}-\frac{R^2}{4D}\left(\ln\frac{4D}{R}+1\right)+\dots$$

The radius sets the scale, but a logarithm multiplies it. "Of order the tip radius" is therefore loose: $\delta/R$ has no finite limit as $D$ grows. It grows so slowly that it stays moderate at laboratory distances.

**Q.** That is odd. Far from the sphere the ion is practically at full speed. How can distant regions keep adding to the delay?

**A.** Each distant stretch adds little, but there are many of them. For this question use $v_\infty$ as reference. In a stretch $dr$, the excess is $(v_\infty/v-1)\,dr$, and for $r\gg R$

$$\frac{v_\infty}{v}-1=\left(1-\frac Rr\right)^{-1/2}-1\approx\frac{R}{2r}.$$

The integral from $r_1$ to $r_2$ is $(R/2)\ln(r_2/r_1)$. Every factor of ten in distance contributes the same amount, $(R/2)\ln10$. The missing speed falls as $1/r$, while the length of a decade grows as $r$.

The cause is the long tail of the Coulomb potential. Suppose that the potential energy still to be converted fell as $(R/r)^p$ at large $r$. The integrand would then fall as $(R/r)^p$ too, and for $p>1$ its integral would converge. The delay would have a finite limit, and with $R$ as the only length in the field that limit would be a number times $R$. The Coulomb case $p=1$ is the borderline at which the logarithm appears.

**Q.** You have just changed the reference speed. Does that change the answer?

**A.** It changes the additive constant. With $v_\infty$ the excess path is

$$v_\infty t-L=S-L=\sqrt{D(D-R)}-(D-R)+R\,\mathrm{arcosh}\sqrt{\frac DR}.$$

For $D\gg R$, $\sqrt{D(D-R)}=D\sqrt{1-R/D}\approx D-R/2$. The first two terms then leave $R/2$, and

$$v_\infty t-L\to\frac R2\left(\ln\frac{4D}{R}+1\right).$$

The additional $R/2$ has a plain origin. At the detector the ion is still slower than $v_\infty$ by the fraction $R/(2D)$, and this small fraction acts over a path of about $D$. An excess path stated without its reference speed is uncertain by this amount. The growth per decade is the same in both conventions, since $R/2$ does not depend on $D$.

**Q.** Mass, charge and field have dropped out of $\delta$. Is that an accident of the sphere?

**A.** No. For an ion starting at rest in a static electric field, energy conservation makes $v(r)/u$ the square root of the fraction of the total voltage passed so far. That fraction depends on geometry alone. Since

$$\delta=\int_R^D\left(\frac uv-1\right)dr,$$

$\delta$ is geometric as well. Mass, charge and field enter the delay $\delta/u$ through $u$. The argument needs a charge that stays constant on the way and a start without kinetic energy.

**Q.** My instrument has an electrode close to the tip and a long field-free drift behind it. Which distance belongs in the logarithm?

**A.** The distance at which the field ends. Let a grounded, transparent sphere stand at $r=B<D$, with no field beyond it. Up to $B$, the derivation holds with $B$ in place of $D$. The arrival speed is then $u_B=\sqrt{2qV_B/m}$, where $V_B=FR(1-R/B)$, and the time to reach $B$ is $(B-R+\delta_B)/u_B$. The drift adds $(D-B)/u_B$. Together,

$$t=\frac{D-R+\delta_B}{u_B}=\frac{L+\delta_B}{u_B},$$

$$\delta_B=R\sqrt{1-\frac RB}\;\mathrm{arcosh}\sqrt{\frac BR}.$$

A longer drift leaves $\delta_B$ unchanged. It is the reach of the field that fixes the logarithm.

## Second half: size of the effect and limits of the sphere

**Symbols and results carried over.** The emitter is a sphere of radius $R$ with surface field $F$. The ion has mass $m$ and charge $q$, starts at rest, and travels $L=D-R$ to a grounded concentric sphere at $D$. The voltage drop is $V=FR(1-R/D)$, the arrival speed is $u=\sqrt{2qV/m}$, and the flight time is $t=(L+\delta)/u$. For $D\gg R$, $\delta\approx(R/2)\ln(4D/R)$. If the field ends at a transparent sphere $r=B$, then $B$ replaces $D$ in $\delta$.

**Q.** Put in numbers. I suspect that the effect is too small to see.

**A.** Take a singly charged nickel ion with round, roughly typical atom-probe parameters: $m=58$ u, $R=50$ nm, $F=35$ V/nm and $L=100$ mm. The single charge is a model choice. This field exceeds the roughly 29 V/nm at which the barrier holding the next electron of Ni$^+$ (ionisation energy about 18.2 eV) is classically suppressed, so a real Ni$^+$ ion would usually lose a second electron close to the tip. For an ion doubly charged from the start, $\delta$ is the same and all times are shorter by $\sqrt2$; a change of charge on the way lies outside the model. Let the field reach the detector. The voltage is

$$V\approx35\ \text{V/nm}\times50\ \text{nm}=1750\ \text{V},$$

because $R/D$ is only about $5\times10^{-7}$. The arrival speed is $u=76.3$ km/s, and the flight time is 1310.5 ns.

The logarithm is $\ln(4D/R)=15.895$, so

$$\delta\approx25\ \text{nm}\times15.895=397.4\ \text{nm}.$$

This is $7.95R$, about eight times your one-radius guess. The delay is

$$\frac\delta u=\frac{397.4\ \text{nm}}{76.3\ \text{km/s}}=5.21\ \text{ps}.$$

**Q.** An effect of a few parts per million can hide an error in the algebra. Is there evidence that does not use your integral?

**A.** Newton's equation was integrated numerically with the Coulomb force of the charge $Q=4\pi\varepsilon_0R^2F$, for these values of $m$, $R$ and $F$. Three flight distances were used: 50 nm, 40 µm and 100 mm. Each integration was stopped at the time given by the formula, and the ion's position was compared with the detector's. The largest miss was $1.1\times10^{-6}R$. At 100 mm, leaving out $\delta$ would have produced a miss of about $8R$.

**Q.** Where along the flight does the excess build up? I still picture it as a matter of the first few radii.

For an ion starting at rest from a sphere, the flight time is $t=(L+\delta)/u$, and in the nickel example the excess path $\delta$ is 397.4 nm, a delay of 5.21 ps. It remains to see where along the flight this excess builds up, how it affects the measured mass, and what the neglected shank and induced charge change.

All numerical values are calculated from the stated model.
